\section*{Zero-temperature Huang-Rhys emission: its Poisson mean and the lattice relaxation energy}

A defect with a zero-phonon transition at 1.950 eV, coupled to lattice vibrations of 65 meV, sends out only 3.3\% of its photons at 1.950 eV in the example treated here. The strongest line lies three vibrational quanta lower, at 1.755 eV, and the mean photon energy is lower still, 1.729 eV. None of these three numbers gives the energy that the lattice releases after the emission, 248 meV, by simple subtraction from 1.950 eV. To find that energy from an emission spectrum in this model, one needs the mean number of phonons left behind, and the spectrum must first be freed from the factor that governs how fast photons of different energy are emitted.

Let the defect have a ground electronic state $g$ and an excited state $e$. The nuclear motion is described by mass-weighted coordinates $Q_j$, whose unit is $\mathrm{amu}^{1/2}\,$\AA, so that no mass appears in the kinetic energy. All modes have the same angular frequency $\omega$, and this frequency is the same in both electronic states; only the equilibrium positions differ, by $\Delta Q_j$. Since $\sum_j P_j^2$ and $\sum_j Q_j^2$ are both unchanged by a rotation of the coordinates, one axis may be laid along the displacement vector. Its length is given by $\Delta Q^2=\sum_j\Delta Q_j^2$. The modes perpendicular to it are not displaced, begin in their lowest level and stay there. One coordinate $Q$ remains, with
\begin{align}
H_g&=\tfrac12P^2+\tfrac12\omega^2Q^2,\\
H_e&=E_{\rm ZPL}+\tfrac12P^2+\tfrac12\omega^2(Q-\Delta Q)^2 .
\end{align}
The zero-point energy is $\hbar\omega/2$ in both states and cancels in their difference. Thus $E_{\rm ZPL}$ is both the distance between the two minima and the energy of the zero-phonon line.

At zero temperature the emission starts from the lowest vibrational level of $e$, written $|0_e\rangle$, provided that vibrational relaxation is fast compared with emission. It ends in a level $|m_g\rangle$ and gives a photon of energy $E_m=E_{\rm ZPL}-m\hbar\omega$. We take the electronic dipole matrix element to be independent of $Q$, which is the Condon approximation. In the golden rule the density of photon modes contributes $E_m^2$ and the squared vacuum field of each mode contributes $E_m$. At constant refractive index and local-field factor, the rate is therefore
\begin{equation}
\Gamma_m\propto E_m^3W_m,\qquad W_m=|\langle m_g|0_e\rangle|^2 .
\end{equation}
The vibrational part alone defines the line-shape function
\begin{equation}
L(E)=\sum_m W_m\,\delta(E-E_{\rm ZPL}+m\hbar\omega).
\end{equation}

To find $W_m$, introduce the length $\ell=\sqrt{\hbar/\omega}$ and the lowering operator of the ground-state oscillator,
\begin{equation}
a=\frac1{\sqrt2}\left(\frac{Q}{\ell}+\ell\frac{d}{dQ}\right).
\end{equation}
The initial state is a displaced Gaussian, $\psi(Q)\propto\exp[-(Q-\Delta Q)^2/(2\ell^2)]$. Its derivative obeys $\ell\,\psi'=-(Q-\Delta Q)\psi/\ell$. In $a\psi$ the terms containing $Q$ cancel, and a constant is left:
\begin{equation}
a|0_e\rangle=\alpha|0_e\rangle,\qquad
\alpha=\frac{\Delta Q}{\sqrt2\,\ell}=\Delta Q\sqrt{\frac{\omega}{2\hbar}} .
\end{equation}
Now project on $\langle m_g|$ and write $c_m=\langle m_g|0_e\rangle$. Because $a^\dagger|m_g\rangle=\sqrt{m+1}\,|(m+1)_g\rangle$, the adjoint relation is $\langle m_g|a=\sqrt{m+1}\,\langle(m+1)_g|$, and so
\begin{equation}
\sqrt{m+1}\,c_{m+1}=\alpha c_m
\quad\Rightarrow\quad
c_m=\frac{\alpha^m}{\sqrt{m!}}\,c_0 .
\end{equation}
The ground-state levels form a complete set, hence $1=\sum_m|c_m|^2=|c_0|^2e^{\alpha^2}$. With $S=\alpha^2$ this gives
\begin{equation}
W_m=e^{-S}\frac{S^m}{m!},\qquad S=\frac{\omega\,\Delta Q^2}{2\hbar}.
\end{equation}
This is a Poisson distribution, and $S$ is the Huang-Rhys factor.

The same law follows without the rotation of coordinates. Two modes with factors $S_1$ and $S_2$ share $m$ quanta in all possible ways, and the binomial theorem gives
\begin{equation}
\sum_{k=0}^m e^{-S_1-S_2}\frac{S_1^kS_2^{m-k}}{k!\,(m-k)!}
=e^{-(S_1+S_2)}\frac{(S_1+S_2)^m}{m!}.
\end{equation}
Repeating the step for further modes gives $S=\sum_jS_j$.

The moments follow from
\begin{equation}
\sum_mW_me^{tm}=e^{-S}\sum_m\frac{(Se^t)^m}{m!}=\exp[S(e^t-1)].
\end{equation}
The logarithm is $S(t+t^2/2+t^3/6+\dots)$, so every cumulant of $m$ equals $S$. In particular the mean and the variance are both $S$, and the line shape has
\begin{equation}
\bar E=E_{\rm ZPL}-S\hbar\omega,\qquad \sigma=\sqrt S\,\hbar\omega .
\end{equation}

The relaxation energy is defined on the ground surface. Right after a vertical transition the lattice is centred at $Q=\Delta Q$, while the minimum is at $Q=0$. The potential energy to be released is
\begin{equation}
E_{\rm rel}=\tfrac12\omega^2\Delta Q^2
=\hbar\omega\,\frac{\omega\Delta Q^2}{2\hbar}=S\hbar\omega .
\end{equation}
That this is the mean vibrational energy left by the photon can be shown without the Poisson sum. Put $x=Q-\Delta Q$. Expanding $\frac12\omega^2(x+\Delta Q)^2$ gives
\begin{equation}
H_g=(H_e-E_{\rm ZPL})+\omega^2\Delta Q\,x+E_{\rm rel}.
\label{diff}
\end{equation}
In $|0_e\rangle$ the first term has the value $\hbar\omega/2$ and $x$ averages to zero. Hence $\langle0_e|H_g|0_e\rangle-\hbar\omega/2=E_{\rm rel}$. The relaxation energy contains no $\hbar$: it is a property of the classical surface. The factor $S$ states how many quanta that energy amounts to on average, and it need not be an integer.

For numbers, take $E_{\rm ZPL}=1.95$ eV, $\hbar\omega=65$ meV and $\Delta Q=0.70\ \mathrm{amu}^{1/2}\,$\AA. These are rough typical values for the negatively charged nitrogen-vacancy centre in diamond, which is used in sensing films. With $\hbar^2/(\mathrm{amu}\,\text{\AA}^2)=4.180$ meV,
\begin{align}
S&=\frac{\hbar\omega\,\Delta Q^2}{2\hbar^2}
=\frac{65\times0.49}{2\times4.180}=3.81,\\
E_{\rm rel}&=3.81\times65\ \mathrm{meV}=248\ \mathrm{meV}=0.248\ \mathrm{eV}.
\end{align}
The width is $\sigma=\sqrt{3.81}\times65=127$ meV, and the line-shape mean is $1.950-0.248=1.702$ eV, or 728 nm. As a test, both Hamiltonians were diagonalized on a coordinate grid for these parameters. The squared overlaps for $m<20$ differed from the Poisson weights by at most $1.2\times10^{-14}$, and the mean energy left in the lattice was 247.63 meV, equal to $E_{\rm rel}$ at the digits printed.

Successive weights have the ratio $W_{m+1}/W_m=S/(m+1)$. They grow as long as $m+1<S$, so for $S=3.81$ the largest is $W_3=20.42\%$, closely followed by $W_4=19.45\%$. The strongest line therefore lies $3\hbar\omega=195$ meV below the zero-phonon line, although the mean lies 248 meV below it. Reading the relaxation energy from the position of the maximum would give a value 21\% too low here. The zero-phonon weight is $W_0=e^{-3.81}=2.2\%$.

Two limits show what $S$ controls. For $S\ll1$, $W_0\simeq1-S$ and $W_1\simeq S$: nearly all the weight is in the zero-phonon line, and the relaxation energy is much smaller than one quantum. It is then released rarely, one whole quantum at a time. For $S\gg1$ the scaled variable $(m-S)/\sqrt S$ has cumulants $S^{1-k/2}$ of order $k\ge2$. Those beyond the second vanish as $S$ grows, and the envelope tends to a Gaussian of width $\sqrt{E_{\rm rel}\hbar\omega}$. The skewness of $m$ is $1/\sqrt S$, which is still 0.51 in the example. A Gaussian of the same mean and width then follows the middle of the distribution roughly but misses the tails: it gives 3.0\% instead of 2.2\% at $m=0$, and 0.6\% instead of 1.0\% at $m=9$.

A detector that counts photons does not record $W_m$ but
\begin{equation}
p_m=\frac{W_mE_m^3}{\sum_kW_kE_k^3},
\end{equation}
where the sum is limited to $E_k>0$. In the example this removes the terms $m\ge30$. Their total weight is below $10^{-10}$, since $W_9=1.0\%$ and each later ratio is smaller than 0.39. The cubic factor favours the high-energy lines: the zero-phonon fraction rises from 2.2\% to 3.3\%. For the mean, write $E=\bar E+\delta$ with $\langle\delta\rangle=0$ and $\langle\delta^2\rangle=\sigma^2$ under $L$. To leading order $E^3\simeq\bar E^3(1+3\delta/\bar E)$, so
\begin{equation}
\langle E\rangle_{\rm counts}
=\frac{\langle E\,E^3\rangle}{\langle E^3\rangle}
\simeq\bar E+\frac{3\sigma^2}{\bar E}.
\end{equation}
The estimate is $3\times0.127^2/1.702=0.028$ eV. The full sum gives a move of 27 meV, from 1.702 to 1.729 eV; the difference comes from higher powers of $\delta/\bar E$.

If the cubic factor is ignored, the mean of the counts gives $S=(1.950-1.729)/0.065=3.4$, about 11\% below the true value. The logarithm of the zero-phonon fraction gives $-\ln0.0328=3.42$, about 10\% below it. The two wrong values nearly agree, and this has a simple cause. Near $\bar E$ the cubic factor is close to an exponential,
\begin{equation}
E_m^3\simeq\bar E^3\exp\left[\frac{3(E_m-\bar E)}{\bar E}\right]
\propto e^{-\kappa m},\qquad \kappa=\frac{3\hbar\omega}{\bar E}.
\end{equation}
A Poisson law multiplied by $e^{-\kappa m}$ and normalized again is a Poisson law with mean $Se^{-\kappa}$. Here $\kappa=0.195/1.702=0.115$, and $Se^{-\kappa}=3.40$. Agreement between the two readings is therefore no evidence that the photon factor has been removed.

For a measured continuous spectrum of counts per unit wavelength, $N_\lambda$, corrected for the response of the instrument, the line-shape mean is
\begin{equation}
\bar E=\frac{\int N_\lambda E^{-2}\,d\lambda}{\int N_\lambda E^{-3}\,d\lambda},
\qquad E=\frac{hc}{\lambda}.
\end{equation}
No further Jacobian enters, because $N_\lambda\,d\lambda$ is already a number of photons. A plot of $L(E)$ against energy does need one: the counts per unit energy are $N_E=N_\lambda\lambda^2/(hc)$. If the instrument records power instead of counts, one more division by $E$ is required. The integrals must cover the whole red tail, which the division by $E^3$ enhances: for the lines of the example, each broadened by a Gaussian with a standard deviation of 20 meV, a spectrum cut off at 850 nm gives 234 meV in place of 248 meV.

Absorption offers a second route. It starts from the lowest level of $g$ and ends on the displaced oscillator of $e$. The overlaps have the same squares, but each phonon now adds to the photon energy, so the line-shape mean is $E_{\rm ZPL}+S\hbar\omega=2.198$ eV. To obtain this line shape, a measured absorption coefficient must be divided by $E$, since the squared field of one photon is proportional to its energy; the refractive index and the local-field factor are again taken as constant. The two line-shape means are separated by $2S\hbar\omega=495$ meV. This separation contains the relaxation energies of both surfaces, and half of it is $E_{\rm rel}$ because the curvatures are equal.

With the two surfaces held fixed and equally curved, temperature changes the width of the line shape but not its mean. In a real crystal $E_{\rm ZPL}$ itself also shifts with temperature, which is left out here. Let the initial level be $|n_e\rangle$, with vibrational energy $\varepsilon_n$. Equation (\ref{diff}) gives
\begin{equation}
(H_g-\varepsilon_n)|n_e\rangle=(E_{\rm rel}+\omega^2\Delta Q\,x)|n_e\rangle .
\end{equation}
The mean energy gained by the lattice is the projection of this vector on $|n_e\rangle$, which is $E_{\rm rel}$ for every $n$. The mean square gain is the squared norm of the vector. With $\langle x^2\rangle_n=\hbar(2n+1)/(2\omega)$, the variance is
\begin{equation}
\omega^4\Delta Q^2\,\frac{\hbar(2n+1)}{2\omega}=S(\hbar\omega)^2(2n+1).
\end{equation}
In thermal equilibrium $2n+1$ averages to $2\bar n+1=\coth[\hbar\omega/(2k_BT)]$. At 300 K, $\bar n=0.088$ and the width grows from 127 to 138 meV.

The zero-phonon line needs more care. In the single-frequency model the weight at $E_{\rm ZPL}$ rises to 3.35\% at 300 K, because all transitions that leave the total number of quanta unchanged fall at the same energy. With many weakly coupled modes of slightly different frequency, a quantum taken from one mode and a quantum given to another no longer cancel. The line then requires each mode to keep its own level. A mode with small $S_k$ leaves its level with probability $S_k(n_k+1)+S_kn_k$, and the product over modes, averaged thermally, is $\exp[-\sum_kS_k(2\bar n_k+1)]$. For frequencies close to the one used here this is $e^{-3.81\times1.176}=1.1\%$. That value is the limit of very many modes; with the same total $S$ shared equally, three distinct modes give 1.8\% and ten give 1.3\%. The sharp line thus loses weight on heating, whereas the strictly degenerate model predicts a gain for the value of $S$ used here.

If the displaced coordinate has the frequency $\omega_g$ in the ground state and $\omega_e$ in the excited state, while the undisplaced modes keep theirs, the lowest state of $e$ has $\langle P^2\rangle=\hbar\omega_e/2$ and $\langle Q^2\rangle=\Delta Q^2+\hbar/(2\omega_e)$. The mean energy left above the ground level becomes
\begin{align}
\langle H_g\rangle-\frac{\hbar\omega_g}{2}
&=\frac{\omega_g^2\Delta Q^2}{2}+\frac{\hbar\omega_e}{4}
+\frac{\hbar\omega_g^2}{4\omega_e}-\frac{\hbar\omega_g}{2}\nonumber\\
&=E_{\rm rel}+\frac{\hbar(\omega_e-\omega_g)^2}{4\omega_e}.
\end{align}
For an excited-state frequency higher by 10\%, with $\Delta Q$ and $\omega_g$ held fixed, the addition is $6.5^2/(4\times71.5)=0.15$ meV. The emission mean hardly notices the change, but the zero-phonon weight falls from 2.22\% to 1.85\%. The absorption mean, which follows $\frac12\omega_e^2\Delta Q^2$, moves to 300 meV above the zero-phonon line, so half the absorption-emission separation becomes 274 meV and no longer equals $E_{\rm rel}$.

A spread of frequencies also changes the zero-phonon weight without breaking the link between mean shift and relaxation energy; in the trial below the weight rises. The mean shift is $\sum_kS_k\hbar\omega_k$, which is still the relaxation energy, while the zero-phonon weight is $\exp(-\sum_kS_k)$. Take three modes of 30.1, 60.2 and 90.3 meV that share $\Delta Q^2$ equally; their root-mean-square energy is 65 meV, so $E_{\rm rel}$ remains 248 meV. The total factor is now 3.53 and the zero-phonon weight 2.9\%. Multiplying this factor by 65 meV would give 229 meV, 7\% below the true relaxation energy.

Anharmonicity changes the mean directly. Multiply the ground potential by $1+bQ/\Delta Q$ with $b=-0.05$, which lowers the classical relaxation energy by 5\%. In the displaced Gaussian $\langle Q^3\rangle=\Delta Q^3+3\Delta Q\,\ell^2/2$, and $\ell^2/\Delta Q^2=1/(2S)$. To first order in $b$ the mean shift changes by
\begin{equation}
bE_{\rm rel}\left(1+\frac{3}{4S}\right)=-0.05\times248\times1.20=-15\ \mathrm{meV}.
\end{equation}
Diagonalization with the cubic term gives a mean shift of 233 meV, in accord with this estimate. The change exceeds 5\% because the lattice state has a finite width. A dipole that varies as $1+0.10\,(Q-\Delta Q)/\Delta Q$ breaks the Condon approximation and moves the mean shift to 254 meV, though the surfaces are unchanged.

In the real nitrogen-vacancy centre the assumption of a single frequency does not hold: diamond has a band of phonons reaching roughly 165 meV, and the sideband is a continuous structure, not a row of sharp lines. The three-mode trial shows a 7\% error in the relaxation energy if it is read from the zero-phonon weight; it is a trial spread, not the phonon spectrum of the centre. The excited state is also an orbital doublet and undergoes a dynamic Jahn-Teller effect. With a rough stabilization energy of 40 meV, a linear coupling to two 65 meV modes, and the total static relaxation energy held fixed, the mean shift stays at 248 meV and the zero-phonon weight is 2.2\%, as before. This near agreement belongs to the chosen coupling: the vibronic state contains 0.618 phonons against the static value 0.615, whereas in the weak-coupling limit the test gives twice the static value. Of the trial changes made here, the cubic term moves the mean most, by 6\% of $E_{\rm rel}$. The numerical output below lists each case.

\section*{Calculated quantities}
\begin{verbatim}
Input zero-phonon energy: 1.950 eV = 635.8 nm
Input phonon energy: 65.0 meV
Input displacement DQ: 0.70 amu^0.5 angstrom
hbar^2/(amu angstrom^2): 4.1802 meV
Angular frequency: 9.8752e+13 rad/s
Oscillator length sqrt(hbar/omega): 0.2536 amu^0.5 angstrom
Coherent amplitude alpha: 1.9518
Huang-Rhys factor S: 3.8097
Relaxation energy: 247.63 meV
Mean phonon energy from grid: 247.63 meV
Largest grid-Poisson difference, m<20: 1.2e-14
Line-shape standard deviation: 126.87 meV
Mean line-shape energy: 1.7024 eV = 728.3 nm
Mean absorption energy: 2.1976 eV
Absorption-emission separation: 495.26 meV
m, energy (eV), wavelength (nm), weight (%), photon fraction (%)
0, 1.950, 635.8, 2.22, 3.28
1, 1.885, 657.7, 8.44, 11.27
2, 1.820, 681.2, 16.08, 19.33
3, 1.755, 706.5, 20.42, 22.01
4, 1.690, 733.6, 19.45, 18.72
5, 1.625, 763.0, 14.82, 12.68
6, 1.560, 794.8, 9.41, 7.12
7, 1.495, 829.3, 5.12, 3.41
8, 1.430, 867.0, 2.44, 1.42
9, 1.365, 908.3, 1.03, 0.52
Mean photon energy by counts: 1.7294 eV
Move of mean by E^3 factor: 27.01 meV
Leading estimate of that move: 28.36 meV
S from uncorrected mean: 3.394
S from uncorrected zero-phonon fraction: 3.419
Temperature of use: 300 K, kT = 25.85 meV
Thermal phonon number: 0.0880
Standard deviation at 300 K: 137.59 meV
Trial excited-state phonon energy: 71.5 meV
Trial spread of phonon energies: 30.1, 60.2, 90.3 meV
Total S with spread: 3.5271
Trial dipole change over DQ: 10 %
Trial cubic change of relaxation energy: -5 %
Jahn-Teller energy (rough): 40 meV
Jahn-Teller phonons: static 0.615, dynamic 0.618
Case: zero-phonon weight (%), mean shift below E_zpl (meV)
Base model: 2.22, 247.63
300 K: 3.35, 247.63
Stiffer excited state: 1.85, 247.78
Frequency spread: 2.94, 247.63
Coordinate-dependent dipole: 2.00, 254.17
Cubic ground surface: 2.34, 232.82
Dynamic Jahn-Teller: 2.16, 247.80
\end{verbatim}
